# Speed of long longitudinal waves normal to elastic layers

A chip carries stacks of thin films, and one way to probe such a stack is to send a short pulse of compression straight down through it and time its passage. If the pulse is much longer than the films are thick, it cannot register them one by one. It travels as if through a single uniform material. If the whole stack is also much thicker than the pulse is long, the passage can be timed without overlapping echoes from the two faces, and to turn the travel time into a thickness one must know the speed in that material. Adding up the times that sound needs to cross each film seems a natural way to find it. For long waves this generally gives too high a speed, and the stack can even be slower than each of the materials it is made of.

Let $x$ run along the layer normal, and let the stack repeat with period $D$. The density $\rho(x)$ and the longitudinal modulus $M(x)$ are constant within each layer and jump at the interfaces. The modulus $M$ is the ratio of normal stress to normal strain when there is no lateral strain. It is the right modulus here because the layers are wide compared with the wavelength, so that material at one place cannot bulge sideways against its equally compressed neighbours. The layers are taken as linear, free of friction and perfectly bonded. Each is isotropic or has the normal as a symmetry axis, so that a compression along $x$ does not set off shear.

For a displacement $u(x)e^{-i\omega t}$ and a stress $\sigma(x)e^{-i\omega t}$, Hooke's law and Newton's law read

$$\frac{du}{dx}=\frac{\sigma}{M(x)},\qquad \frac{d\sigma}{dx}=-\rho(x)\,\omega^2u .$$

The minus sign comes from differentiating $e^{-i\omega t}$ twice. Bonding makes $u$ continuous at an interface, and the balance of forces makes $\sigma$ continuous. It is therefore convenient to follow the pair $w=(u,\sigma)^{T}$, which obeys

$$\frac{dw}{dx}=A(x)\,w,\qquad A(x)=\begin{pmatrix}0&1/M(x)\\-\rho(x)\omega^2&0\end{pmatrix}.$$

Since the equation is linear, the values at the two ends of a cell are related by a matrix, $w(D)=T\,w(0)$. The determinant of the matrix that carries $w$ from $0$ to $x$ changes at a rate equal to $\operatorname{tr}A$ times itself. Here $\operatorname{tr}A=0$, and the determinant is 1 at $x=0$, so $\det T=1$.

A wave in a periodic stack can be chosen in Bloch form, $w(D)=e^{iqD}w(0)$, where $q$ is the wavenumber. Thus $e^{iqD}$ is an eigenvalue of $T$. The product of the two eigenvalues is $\det T=1$, so the other one is $e^{-iqD}$, and their sum is the trace:

$$2\cos(qD)=\operatorname{tr}T .$$

For long waves $\omega$ is small, and $T$ can be found by iteration. Integrating the equation for $w$ and inserting the result repeatedly into its own right side gives

$$T=I+\int_0^D\!A(x)\,dx+\int_0^D\!dx\int_0^x\!dy\,A(x)A(y)+\dots$$

Each $A$ has zeros on its diagonal. A product of an odd number of such matrices again has a zero diagonal and adds nothing to the trace. In a product of $2n$ of them, each diagonal element contains $n$ factors $1/M$ and $n$ factors $-\rho\omega^2$, and so is proportional to $\omega^{2n}$. Up to order $\omega^2$ the double integral is therefore all that is needed. Its integrand is

$$A(x)A(y)=-\omega^2\begin{pmatrix}\rho(y)/M(x)&0\\0&\rho(x)/M(y)\end{pmatrix},$$

so that

$$\operatorname{tr}T=2-\omega^2\int_0^D\!dx\int_0^x\!dy\left[\frac{\rho(y)}{M(x)}+\frac{\rho(x)}{M(y)}\right]+O(\omega^4).$$

The integral covers the triangle $y<x$. In the second term the names $x$ and $y$ may be exchanged, which turns it into $\rho(y)/M(x)$ integrated over the other triangle, $y>x$. Together the two triangles fill the square, and the integral factorizes:

$$\operatorname{tr}T=2-\omega^2\left(\int_0^D\!\rho\,dx\right)\left(\int_0^D\!\frac{dx}{M}\right)+O(\omega^4).$$

Now define the arithmetic mean density and the harmonic mean modulus, both weighted by the layer thicknesses $d_j$:

$$\rho_a=\frac1D\sum_j\rho_jd_j,\qquad \frac1{M_h}=\frac1D\sum_j\frac{d_j}{M_j}.$$

The two integrals are $\rho_aD$ and $D/M_h$. On the other side, $2\cos(qD)=2-q^2D^2+\dots$. Equating the leading terms gives $q^2D^2=\omega^2D^2\rho_a/M_h$, and hence, as $q\to0$,

$$\frac{\omega}{q}\to v=\sqrt{\frac{M_h}{\rho_a}} .$$

The order of the layers has dropped out. A cell of many layers in disordered sequence has the same long-wave speed as the same layers sorted, provided that the cell repeats and the wave is long compared with the whole cell. A stack that never repeats lies outside this derivation.

The two means have a simple origin. In a wave of amplitude $u$ the stress is of order $M_hqu$. Across one cell it changes by about $\omega^2\rho_aDu=M_hq^2Du$, which is a fraction $qD$ of itself. The displacement changes across the cell by about $\sigma D/M_h$, again a fraction $qD$. When $qD\ll1$, all layers of a cell thus carry nearly the same stress and move nearly together. Under a common stress the extensions $\sigma d_j/M_j$ add, as for springs in series, and this gives the harmonic mean. In common motion the masses add, and this gives the arithmetic mean. An arithmetic mean of the moduli would require equal strains, but equal strains in unlike layers mean unequal stresses, and the interfaces would not be in balance.

The harmonic mean is governed by soft layers. If one of two materials is made rigid, $M_1\to\infty$, then $M_h$ tends to the finite value $M_2D/d_2$: the soft layer supplies all the give. If instead $M_2\to0$ at fixed thickness, $M_h$ and the speed both go to zero, however stiff the other layer may be.

Two-layer cells show how this speed is related to the transit times, and how far the long-wave limit reaches. Let layer $j$ have sound speed $c_j=\sqrt{M_j/\rho_j}$, transit time $t_j=d_j/c_j$ and impedance $Z_j=\rho_jc_j$. Within it the equations combine to $u''=-(\omega/c_j)^2u$. Since $M_j\omega/c_j=\omega Z_j$, the matrix for the layer is

$$T_j=\begin{pmatrix}\cos\omega t_j&\dfrac{\sin\omega t_j}{\omega Z_j}\\[2mm]-\omega Z_j\sin\omega t_j&\cos\omega t_j\end{pmatrix}.$$

The diagonal elements of $T_2T_1$ are $\cos a\cos b-(Z_1/Z_2)\sin a\sin b$ and $\cos a\cos b-(Z_2/Z_1)\sin a\sin b$, with $a=\omega t_1$ and $b=\omega t_2$. Half their sum gives

$$\cos(qD)=\cos a\cos b-S\sin a\sin b,\qquad S=\frac12\left(\frac{Z_1}{Z_2}+\frac{Z_2}{Z_1}\right).$$

To second order this reads $q^2D^2=a^2+b^2+2Sab$. Let $T_0=D/v$ be the time in which a long wave advances by one cell, so that $qD=\omega T_0$ in this limit. Then

$$T_0^2=t_1^2+t_2^2+2St_1t_2=(t_1+t_2)^2+2(S-1)t_1t_2 .$$

Because $2(S-1)=(Z_1-Z_2)^2/(Z_1Z_2)$, this becomes

$$T_0^2=(t_1+t_2)^2+t_1t_2\frac{(Z_1-Z_2)^2}{Z_1Z_2}.$$

It agrees with the general result, since $t_1^2+t_2^2+2St_1t_2=(Z_1t_1+Z_2t_2)(t_1/Z_1+t_2/Z_2)$, while $Z_jt_j=\rho_jd_j$ and $t_j/Z_j=d_j/M_j$. The last term is never negative, and it vanishes when the impedances are equal. Unequal impedances reflect part of the wave at each interface, and the echoes delay the long wave beyond the summed transit times.

The first correction at finite frequency comes from the fourth order. Write $X=qD$ and $P=a^2+b^2+2Sab=\omega^2T_0^2$. Expanding the cosines and sines gives

$$\cos X=1-\frac P2+Q,\qquad Q=\frac{a^4+b^4}{24}+\frac{a^2b^2}{4}+\frac{S\,ab(a^2+b^2)}{6}.$$

The left side is $1-X^2/2+X^4/24$, and to this order $X^4$ may be replaced by $P^2$. Therefore $X^2=P-2Q+P^2/12$, where

$$P^2=a^4+b^4+2a^2b^2+4S^2a^2b^2+4S\,ab(a^2+b^2).$$

In $P^2/12-2Q$ the terms in $a^4+b^4$ cancel, and so do those in $S\,ab(a^2+b^2)$. The coefficient of $a^2b^2$ is $\tfrac16+\tfrac13S^2-\tfrac12=\tfrac13(S^2-1)$. Hence

$$q^2D^2=\omega^2T_0^2+\frac{S^2-1}{3}\,\omega^4t_1^2t_2^2+\dots$$

Taking the square root gives

$$q=\frac{\omega}{v}\left(1+\beta\omega^2+\dots\right),\qquad \beta=\frac{(S^2-1)\,t_1^2t_2^2}{6\,T_0^2}.$$

The phase speed $\omega/q$ is thus lower than $v$ by the fraction $\beta\omega^2$. A pulse travels at the group speed $d\omega/dq$. Since $dq/d\omega=(1+3\beta\omega^2)/v$, its fractional drop is three times as large to this order. For equal impedances $S=1$, and the relation becomes $\cos(qD)=\cos(a+b)$: within this model there is then no dispersion at any frequency.

As an example, take films of hafnia, a dense insulator used in chips, alternating with films of a light glassy oxide, each 5 nm thick. Rough typical values are 9.5 g/cm³ and 240 GPa for hafnia, and 2.2 g/cm³ and 75 GPa for the light oxide. In these units $\sqrt{M/\rho}$ comes out in km/s, which is the same as nm/ps. The sound speeds are 5.03 km/s in hafnia and 5.84 km/s in the light oxide. The means are

$$\rho_a=\frac{9.5+2.2}{2}=5.85\ \text{g/cm}^3,\qquad M_h=\frac{2}{1/240+1/75}=114.3\ \text{GPa},$$

and the long-wave speed is $v=\sqrt{114.3/5.85}=4.42$ km/s, or 4420 m/s. This is below the speed in either film. Hafnia supplies 81 % of the mass, while the light oxide supplies 76 % of the compliance, so the stack combines the weight of the one with the softness of the other.

The transit times tell the same story. They are 0.995 ps and 0.856 ps, together 1.851 ps, which would suggest a speed of 5.40 km/s. The impedances, 47.7 and 12.8 in units of $10^6$ kg/(m² s), are far apart, and the echo term is 1.692 ps². Thus $T_0=\sqrt{1.851^2+1.692}=2.262$ ps, and $10/2.262$ returns 4.42 km/s. Someone who timed a long pulse and used 5.40 km/s would find the stack 22 % thicker than it is.

Now exchange the two moduli and keep the densities and thicknesses. The heavy layer then has a sound speed of 2.81 km/s and the light one 10.4 km/s. As the thicknesses are equal, neither mean has changed, and the long-wave speed is still 4.42 km/s. It now lies between the layer speeds. The impedances have become $9.5\times2.81=26.7$ and $2.2\times10.4=23$, which are nearly equal, so the echoes now matter little. A long wave cannot tell which of two equally thick layers owns which modulus.

At 50 GHz, $\omega=0.314$ rad/ps and the wavelength is 88 nm, nearly nine periods. With $S=1.993$ the leading formula gives

$$\beta\omega^2=\frac{(1.993^2-1)(0.995\times0.856)^2(0.314)^2}{6\,(2.262)^2}=0.0069 .$$

The full two-layer relation gives a drop in phase speed of 0.73 % of $v$, so the higher orders add little here. The group speed, from a numerical derivative of the same relation, is 2.2 % below $v$. These drops are small although $qD=0.72$ is not, because $\beta\omega^2$ equals $(\omega T_0)^2$ multiplied by $(S^2-1)(t_1t_2)^2/(6T_0^4)$, which is only 0.014 in this stack.

At higher frequencies the drops grow quickly: the group speed is 11 % below $v$ at 100 GHz and 45 % below it at 150 GHz. In this stack the long-wave picture breaks down altogether when $qD$ reaches $\pi$. Dividing each layer into 100 small masses and springs and computing the two lowest frequencies of this chain at $qD=\pi$ gives 165 and 374 GHz. Between them the right side of the two-layer relation lies below $-1$, no real $q$ satisfies it, and the wave dies away into the stack instead of travelling. A mean speed says nothing useful about such waves.

Real films depart from the model in several ways. Their densities and moduli depend on how they were deposited, and crystal grains in hafnia may share a preferred direction. A hafnia modulus 20 % lower reduces $v$ by about 3 %, and one 20 % higher raises it by about 2 %; the effect is weak because hafnia supplies only a quarter of the compliance. Imperfect bonding can matter more. An interface that yields like a spring of stiffness $K$ per unit area is a layer of negligible mass and compliance $1/K$, and with two interfaces per period $1/M_h$ grows by $2/(KD)$. For an assumed $K=250$ GPa/nm, equal to the stiffness of 0.3 nm of the light oxide, $1/M_h$ rises from 0.00875 to 0.00955 GPa⁻¹, and the speed falls by 4.3 %. A weaker bond would lower it further. If both moduli lose 0.01 % per kelvin, an assumed round figure, heating by 100 K lowers them by 1 % and the speed by 0.5 %. Not every film softens: silica glass, which has about the density and modulus used here for the light oxide, becomes stiffer on heating. If the light oxide gained 1 % while hafnia lost 1 %, the speed would rise by about 0.3 %. Together, a hafnia modulus 20 % lower, these yielding interfaces and the heating would bring the long-wave speed down to about 4.1 km/s, while a hafnia modulus 20 % higher would by itself raise it to about 4.5 km/s. For these assumed variations even the second digit of 4.4 km/s is therefore uncertain.

Internal friction limits the range of the wave, but it hardly changes the phase speed if the real parts of the moduli at the working frequency stay the same. Suppose that both moduli become $M(1-i\phi)$ with $\phi=0.02$, again an assumed value. Then $q=(\omega/v)(1-i\phi)^{-1/2}\approx(\omega/v)(1+i\phi/2-3\phi^2/8)$. The amplitude falls by a factor $e$ over $2v/(\omega\phi)$, about 1400 nm at 50 GHz, while the phase speed shifts by $3\phi^2/8$, or 0.015 %. The group speed, which times a pulse, also depends on how the moduli vary with frequency. If $\phi$ stays constant over a wide band, causality makes their real parts grow as $\omega^{2\phi/\pi}$, and the group speed rises by about $\phi/\pi$, some 0.6 %. The dispersion due to the spacing of the atoms within a film is very small. In a row of atomic planes with spacing $h$, joined by springs to nearest neighbours, $\omega=(2c/h)\sin(kh/2)$ for wavenumber $k$, and the phase speed drops by the fraction $(kh)^2/24$. For $h=0.3$ nm and the sound speed of hafnia this is 0.0015 % at 50 GHz. At the interfaces the atoms matter more: with about 17 planes per film, giving the one bond across each interface the stiffness of hafnia or of the light oxide moves the speed up or down by about 1.5 %. Waves that cross the layers at an angle also involve shear and need more elastic constants than $M$; their speed is not given by the formula derived here.
